Off-diagonal Zeeman coupling and the quadratic shift in an LS term

**1. Definitions and conventions**

Hartree atomic units are used, so ħ = 1 and the Bohr magneton is μ_B = 1/2. A static field B points along z. An atom has one term with fixed L and S, and J = L + S is the total angular momentum operator. The levels J = |L−S|, ..., L+S each occur once and have zero-field energies E_J. Write

β = μ_B B = B/2,  Δ_J = E_J − E_{J−1}.

Δ_J may have either sign. The Zeeman operator, with spin factor g_S = 2, is

V = β(Lz + 2Sz) = β(Jz + Sz).

Other terms are ignored. Provided the states are pure LS states, Lz and Sz act only on M_L and M_S within the (2L+1)(2S+1) states of one term, so V cannot reach any other term, even one with the same L and S. The diamagnetic energy is set aside until section 7.

The ladder operators are J± = Jx ± iJy, and likewise for S. Within each level the phases are chosen so that

J±|J,M⟩ = √[(J∓M)(J±M+1)] |J,M±1⟩.

Since Jz is diagonal in J and M, different levels are coupled by Sz alone. Since Sz commutes with Jz, M is conserved. Each M can therefore be treated separately, and the degeneracy of a level in M causes no difficulty.

**2. The simplest case: ²P**

Take L = 1, S = 1/2, M = 1/2. The product states are |0,↑⟩ and |1,↓⟩, labelled by M_L and the spin direction. Lowering |1,↑⟩ and normalizing gives the J = 3/2 state; the J = 1/2 state is orthogonal to it:

|3/2⟩ = (√2|0,↑⟩ + |1,↓⟩)/√3
|1/2⟩ = (|0,↑⟩ − √2|1,↓⟩)/√3.

The coupling is

⟨1/2|Sz|3/2⟩ = (1/3)[√2·(1/2) + (−√2)(−1/2)] = √2/3,

whose square is 2/9. The operator Lz + 2Sz equals 1 in |0,↑⟩ and 0 in |1,↓⟩, so its diagonal elements are 2/3 for J = 3/2 and 1/3 for J = 1/2. With Δ = E_{3/2} − E_{1/2} > 0, the 2×2 problem has energies

E = (E_{3/2} + E_{1/2} + β)/2 ± (1/2)√[(Δ + β/3)² + 8β²/9]
 = (E_{3/2} + E_{1/2} + β)/2 ± (1/2)√(Δ² + 2Δβ/3 + β²).

For β ≪ Δ, expanding the root to second order gives

(1/2)√(...) = Δ/2 + β/6 + (1/4 − 1/36)β²/Δ = Δ/2 + β/6 + (2/9)β²/Δ.

The quadratic shifts are thus ±(2/9)β²/Δ: the levels repel. For β ≫ Δ the field-dependent energies become β and 0, which are β(M_L + 2M_S) for the two product states. This is the Paschen-Back limit, where the shift is linear again.

The states M = ±3/2 have no partner in J = 1/2 and no quadratic shift. The general formula must reproduce both this zero and the 2/9.

**3. Which levels are coupled**

L commutes with S, so [J_i,S_j] = [S_i,S_j]. In particular,

[J₊,S₊] = 0,  [J₋,S₋] = 0,
[J₊,Sz] = −S₊,  [J₊,S₋] = 2Sz,  [J₋,S₊] = −2Sz.

Apply these to the top state |J,J⟩, for which J₊|J,J⟩ = 0:

J₊S₊|J,J⟩ = 0
J₊Sz|J,J⟩ = −S₊|J,J⟩
J₊S₋|J,J⟩ = 2Sz|J,J⟩.

The vectors S₊|J,J⟩, Sz|J,J⟩ and S₋|J,J⟩ have projections J+1, J and J−1. They vanish after one, two and three raisings. A component with J' ≥ J+2 would survive those raisings, since they lead only to projection J+2 or less. No such component exists.

The same holds for every M. Let P project onto J' ≥ J+2; P commutes with J₋. If P S_q|J,M⟩ = 0 for all three components S_q, then

P S_q J₋|J,M⟩ = J₋P S_q|J,M⟩ − P[J₋,S_q]|J,M⟩ = 0,

because the commutator is zero or again a component of S. Lowering step by step covers all M. Hence J' ≤ J+1, and exchanging bra and ket gives J' ≥ J−1. Only neighbouring levels are coupled.

**4. Dependence on M**

Define b_M = ⟨J−1,M−1|S₋|J,M⟩. Taking J₋S₋ = S₋J₋ between ⟨J−1,M−2| and |J,M⟩ gives

√[(J+M−2)(J−M+1)] b_M = √[(J+M)(J−M+1)] b_{M−1}.

The common factor is nonzero and cancels. The solution is

b_M = C_J √[(J+M)(J+M−1)],

as substitution shows, with C_J independent of M. Now use 2Sz = J₊S₋ − S₋J₊:

2⟨J−1,M|Sz|J,M⟩
 = √[(J−M)(J+M−1)] b_M − √[(J−M)(J+M+1)] b_{M+1}
 = C_J √[(J−M)(J+M)] [(J+M−1) − (J+M+1)]
 = −2C_J √(J²−M²).

Therefore, with F_J = |C_J|²,

|⟨J−1,M|Lz+2Sz|J,M⟩|² = F_J(J² − M²).

It vanishes at M = ±J, where the level J−1 has no state. For ²P, J² − M² = 2 at J = 3/2, M = 1/2, so section 2 requires F_{3/2} = 1/9.

The overall phase is conventional. With L coupled first in the standard Clebsch-Gordan convention, the element of Lz between J and J−1 is positive. Jz has no such element, so that of Sz is negative:

⟨J−1,M|Lz+2Sz|J,M⟩ = −√[F_J(J² − M²)].

The J = 1/2 state of section 2 has the opposite phase to this convention, which is why its element came out as +√2/3. The energies depend only on the square.

**5. Strength of the coupling**

F_J follows from the fixed length of the spin, evaluated in |J,J⟩. First find the mean spin m = ⟨J,J|Sz|J,J⟩. In

S·J = SzJz + (S₊J₋ + S₋J₊)/2

the last term gives zero. For the middle one, S₊J₋ = J₋S₊ + 2Sz, and ⟨J,J|J₋ = 0. Hence ⟨S·J⟩ = Jm + m. Squaring L = J − S as an operator relation gives S·J = (J² + S² − L²)/2, so

m = [J(J+1) + S(S+1) − L(L+1)] / [2(J+1)].

Next, resolve Sz|J,J⟩ and S₊|J,J⟩ into levels. Sz|J,J⟩ has amplitude m in |J,J⟩ and a component in |J+1,J⟩, so section 4 gives

⟨Sz²⟩ = m² + F_{J+1}[(J+1)² − J²] = m² + (2J+1)F_{J+1}.

S₊|J,J⟩ lies entirely in |J+1,J+1⟩. Its squared norm is |b_M|² for the upper level J+1 with M = J+1:

⟨S₋S₊⟩ = (2J+2)(2J+1)F_{J+1}.

Since S² = Sz² + Sz + S₋S₊, adding the pieces yields

S(S+1) = m² + m + (2J+1)(2J+3)F_{J+1}.

Set K = J+1. Then (2J+1)(2J+3) = 4K² − 1, and

F_K = (S−m)(S+m+1)/(4K²−1),
m = [K(K−1) + S(S+1) − L(L+1)]/(2K).

Each factor is a difference of squares:

2K(S−m) = 2KS − K² + K − S² − S + L² + L
 = (L+1/2)² − (K−S−1/2)²
 = (K+L−S)(L+S+1−K)

2K(S+m+1) = 2KS + K² + K + S² + S − L² − L
 = (K+S+1/2)² − (L+1/2)²
 = (K−L+S)(K+L+S+1).

Multiplying, pairing the factors and renaming K as J gives

F_J = [J² − (L−S)²][(L+S+1)² − J²] / [4J²(4J²−1)].

This applies when J and J−1 both belong to the term; otherwise F_J is set to zero. That rule also covers J = 0 and J = 1/2 as lowest levels, where the expression can read 0/0.

For ²P and J = 3/2 it gives 2·4/(9·8) = 1/9, as required.

**6. The second-order shift**

For fixed M, second-order perturbation theory sums |⟨J'|V|J⟩|²/(E_J − E_{J'}) over J' = J±1. The denominators are Δ_J for the level J−1 and −Δ_{J+1} for J+1. The shift W is

W(J,M) = β²{F_J(J²−M²)/Δ_J − F_{J+1}[(J+1)²−M²]/Δ_{J+1}},

where a term with a missing neighbour is absent. Collecting powers of M,

W(J,M) = β²(a_J + b_J M²),
a_J = J²F_J/Δ_J − (J+1)²F_{J+1}/Δ_{J+1},
b_J = −F_J/Δ_J + F_{J+1}/Δ_{J+1}.

The shift is quadratic in B. In M it is a quadratic polynomial with a constant term, so it is generally nonzero at M = 0.

Two exact properties follow. Each coupled pair contributes equal and opposite shifts, so at fixed M the sum of W over J is zero. The states J = L+S, M = ±J have W = 0; each is alone in its M block, so within this model its energy is linear in B at any field.

The expansion requires β times the coupling elements, and β times the differences of the diagonal elements, to be small compared with |Δ_J|. Higher orders also reach non-adjacent levels through the levels between them, with denominators such as E_J − E_{J−2} = Δ_J + Δ_{J−1}. When the intervals differ in sign these can be small; keeping β small compared with them as well is a safe condition. The third-order energy changes sign with M. A half-turn about x reverses Lz and Sz but leaves the zero-field Hamiltonian unchanged, so the energy at (M,B) equals that at (−M,−B). Odd orders in B are therefore odd in M. For M = 0 the first correction to W is of order B⁴; for M ≠ 0 it is generally of order B³.

**7. A ³D term in numbers**

Take a model term with L = 2, S = 1 and zero-field Hamiltonian A L·S. Then E_J contains AJ(J+1)/2, so Δ_J = AJ. Choose A = 10⁻⁴ hartree and B = 2×10⁻⁵ atomic units, or 4.70 T. Thus β = 10⁻⁵ hartree and β/A = 0.1. The strengths are

F₂ = (4−1)(16−4)/(16·15) = 0.1500
F₃ = (9−1)(16−9)/(36·35) = 0.0444.

The middle level, J = 2, has neighbours on both sides:

A a₂ = 4(0.1500)/2 − 9(0.0444)/3 = 0.1667
A b₂ = −0.1500/2 + 0.0444/3 = −0.0602.

Multiplying by β²/A = 10⁻⁶ hartree gives W. For comparison, the matrix of A L·S + V for the whole term was diagonalized numerically, and the zero-field energy and linear shift were subtracted. In units of 10⁻⁷ hartree:

J = 2, M = 0: W = 1.667, diagonalization 1.663
J = 2, M = +1: W = 1.065, diagonalization 0.997
J = 2, M = −1: W = 1.065, diagonalization 1.134
J = 2, M = +2: W = −0.741, diagonalization −0.732
J = 2, M = −2: W = −0.741, diagonalization −0.749

In frequency units W is 1097, 701 and −487 MHz for |M| = 0, 1 and 2. The sign changes because J = 1, which pushes the middle level up, has no |M| = 2 state. Only the downward push from J = 3 remains.

The differences between +M and −M come from the odd orders. For J = 1, M = ±1, diagonalization gives −2.176 and −2.326 in the same units, around W = −2.250. Halving the field reduces the remainder beyond W by a factor 7.95 for J = 1, M = 1, and by 15.97 for J = 1, M = 0. These are close to 8 and 16, as expected for cubic and quartic remainders.

The approach to intermediate field can be followed for J = 1, M = 0, where the linear shift is zero. In units of A:

β/A = 0.1: W = −0.00300, diagonalization −0.00300
β/A = 0.3: W = −0.0270, diagonalization −0.0267
β/A = 1.0: W = −0.300, diagonalization −0.273

At β = A the error is about 10% of the diagonalized shift. Within J = 1 this is the favourable state: its cubic term vanishes, while for M = +1 and M = −1 at the same field W = −0.225 misses the diagonalized shift with its linear part subtracted (−0.163 and −0.291, in units of A) by about 38% and 23% of that shift. A vanishing cubic term does not by itself ensure accuracy, since J = 2, M = 0 is off by about 19%. The quadratic law must still fail at larger field. For M = 0, the eigenvalues of Lz + 2Sz are M_S = −1, 0 and 1, so V can move no energy level by more than β. But |W| = 0.3β²/A exceeds β once β > 10A/3.

Mixing with other terms, which the model ignores, is not estimated here. Two other omissions are easily estimated. For general g_S, Lz + g_S Sz = Jz + (g_S−1)Sz, so W acquires the factor (g_S−1)². With g_S = 2.00232 this is 1.0046, a change of about 0.5%.

The diamagnetic energy (B²/8)⟨Σr²sin²θ⟩, summed over electrons, is also of order B². Replacing sin²θ by its spherical average 2/3 gives B²⟨Σr²⟩/12. For an assumed ⟨Σr²⟩ = 20 bohr² this is 6.7×10⁻¹⁰ hartree, or 0.2% of |W| for J = 1, M = 0. The estimate omits the anisotropic part. The diamagnetic energy does not contain 1/Δ_J, so its relative importance grows as the fine-structure intervals widen.

All numerical values are calculated from the stated model.
